# Why a symmetric double gate halves the average normal field

## A uniform slab of electrons

Take an undoped semiconductor film between $x=0$ and $x=t$, with uniform permittivity $\varepsilon$, and spread $N$ electrons per unit area evenly through it. The density is $n=N/t$. Let $F(x)$ be the electric field along $x$, positive when it points from the front face into the film. The electron charge is $-e$, so Gauss's law reads

$$\frac{dF}{dx}=-\frac{e\,n}{\varepsilon}=-\frac{eN}{\varepsilon t},$$

and $F$ falls linearly, by $eN/\varepsilon$ in total, from front to back.

With one gate, at the front, and no field at the back face, $F$ falls from $eN/\varepsilon$ to zero. Its average over the evenly spread electrons is $eN/(2\varepsilon)$.

With two equal gates, symmetry requires $F(t)=-F(0)$. The same total fall now runs from $+eN/(2\varepsilon)$ to $-eN/(2\varepsilon)$, through zero at the midplane. In each half the magnitude averages to half of its surface value, which is $eN/(4\varepsilon)$.

The electrons demand the same total change of field in both devices. The single gate places that change on one side of zero, and the double gate centres it on zero. A real inversion layer is far from uniform, so it remains to be seen what the shape of $n(x)$ does to this factor of two.

## What is being averaged

For any density $n(x)$ with $\int_0^t n\,dx=N$, define the average normal field as

$$\langle|F|\rangle=\frac1N\int_0^t n(x)\,|F(x)|\,dx .$$

The magnitude matters: in the symmetric double gate the signed average is zero, because the two halves cancel. Here $F$ is the mean electrostatic field, and $n$ may come from classical or quantum statistics. All layers are taken as uniform in the plane.

The comparison is made at equal total $N$. The single gate is idealized by $F(t)=0$, which describes a back face with no charge behind it. Doping is set to zero until its contribution is weighed below.

## First contribution: the electrons' own field

A plane sheet with charge $-e\,\delta N$ per unit area produces a field of magnitude $e\,\delta N/(2\varepsilon)$ on each side, pointing towards the sheet. Let

$$c(x)=\frac1N\int_0^x n(x')\,dx'$$

be the fraction of electrons in front of the plane $x$. It rises from 0 to 1. The fraction $1-c$ behind the plane pulls the field towards $+x$, and the fraction $c$ in front pulls it towards $-x$. Hence

$$F_{\rm el}(x)=\frac{eN}{2\varepsilon}\big[(1-c)-c\big]=\frac{eN}{\varepsilon}\Big(\frac12-c(x)\Big).$$

To average over the electrons, use $n\,dx=N\,dc$. The position then disappears:

$$\langle|F_{\rm el}|\rangle=\frac{eN}{\varepsilon}\int_0^1\Big|\frac12-c\Big|\,dc=\frac{eN}{\varepsilon}\cdot2\cdot\frac12\Big(\frac12\Big)^2=\frac{eN}{4\varepsilon}.$$

The integral is the area of two triangles, each of base and height $1/2$. This contribution is the same in both devices at equal $N$, whatever the shape of $n(x)$.

## Second contribution: the gates' field

Let the front and back gates carry charges $\sigma_f$ and $\sigma_b$ per unit area, with no other charge outside the film. Neutrality requires $\sigma_f+\sigma_b=eN$. A positive front gate pushes the field towards $+x$ and a positive back gate towards $-x$, so inside the film the gates add a uniform field

$$F_{\rm g}=\frac{\sigma_f-\sigma_b}{2\varepsilon}=\frac{eN}{\varepsilon}\,s,\qquad s=\frac{\sigma_f-\sigma_b}{2eN}.$$

- Single gate: $\sigma_f=eN$ and $\sigma_b=0$, so $s=1/2$.
- Symmetric double gate: $\sigma_f=\sigma_b=eN/2$, so $s=0$. The fields of the two gates cancel throughout the film.

This is the physical difference between the devices. The gates of the double gate still hold all the balancing charge, but they exert no net field on the channel. What is left is the field of the electrons themselves.

## Putting the two together

Magnitudes do not add, so the sum must be formed before averaging. The total field is $F=(eN/\varepsilon)(s+\tfrac12-c)$. With $v=s+\tfrac12-c$, so that $dv=-dc$,

$$\langle|F|\rangle=\frac{eN}{\varepsilon}\int_{s-1/2}^{s+1/2}|v|\,dv .$$

The electrons are spread evenly over the field values between those at the two surfaces. Where the density is high, the field changes quickly; where it is low, the field changes slowly. Each interval of field therefore holds the same number of electrons.

For $|s|\le\tfrac12$ the range includes $v=0$, and the integral splits into two triangles:

$$\frac12\Big(s+\frac12\Big)^2+\frac12\Big(\frac12-s\Big)^2=s^2+\frac14 .$$

For $s>\tfrac12$ all values of $v$ are positive, and

$$\frac12\Big[\Big(s+\frac12\Big)^2-\Big(s-\frac12\Big)^2\Big]=s .$$

The case $s<-\tfrac12$ is its mirror image. Therefore

$$\langle|F|\rangle=\frac{eN}{\varepsilon}\times\begin{cases}\tfrac14+s^2,&|s|\le\tfrac12,\\[2pt]|s|,&|s|>\tfrac12.\end{cases}$$

The two devices follow at once:

$$\langle|F|\rangle_{\rm single}=\frac{eN}{2\varepsilon},\qquad \langle|F|\rangle_{\rm double}=\frac{eN}{4\varepsilon}.$$

The split $1/4+s^2$ is algebraic and does not assign separate fields to electrons and gates. In the single gate $F\ge0$ everywhere, so the average is the signed one: $F_{\rm el}$ averages to zero, and the whole $eN/(2\varepsilon)$ equals the gate field $F_{\rm g}$. Balancing the gates removes $F_{\rm g}$ and leaves $\langle|F_{\rm el}|\rangle=eN/(4\varepsilon)$. Since $s^2\ge0$, and $|s|>\tfrac12$ in the outer branch, the symmetric arrangement gives the lowest average of any split of the gate charge at fixed $N$.

The factor does not depend on choosing the mean magnitude rather than the root mean square. The latter uses

$$\int_{s-1/2}^{s+1/2}v^2\,dv=\frac13\Big[\Big(s+\frac12\Big)^3-\Big(s-\frac12\Big)^3\Big]=s^2+\frac1{12},$$

which is $1/3$ for the single gate and $1/12$ for the double gate. The square roots again differ by a factor of two.

## How much do the gates' imperfections matter?

Near $s=0$ the average rises quadratically. An imbalance $s=0.1$ raises it by $0.01/0.25=4\,\%$, so the double gate tolerates a small mismatch well.

The single gate is more sensitive. A residual back-face field $F(t)$ means $F(0)=eN/\varepsilon+F(t)$, and hence $s=\tfrac12+\varepsilon F(t)/(eN)$. Both branches have slope 1 at $s=\tfrac12$, so to first order the average shifts by $F(t)$ itself.

Two gates do not guarantee a low field. If the back gate is biased so strongly against the front gate that $s>\tfrac12$, the average exceeds that of the single gate.

## The profile's contribution: none

It is tempting to credit the lower field to volume inversion, the filling of the middle of a thin film. The change of variable to $c$ shows that this is not the cause. An explicit case makes the cancellation visible.

For classical Boltzmann electrons, let $y$ be the distance from the plane of zero field, $L$ the distance from that plane to the gated surface, and $V_T=k_BT/e$. The potential

$$\phi=-2V_T\ln\cos(by)$$

has $|F|=\phi'=2V_Tb\tan(by)$ and $\phi''=2V_Tb^2/\cos^2(by)$. Poisson's equation $\phi''=en/\varepsilon$ then gives $n=2\varepsilon V_Tb^2/[e\cos^2(by)]$, which is proportional to $e^{\phi/V_T}$, as Boltzmann statistics requires. The charge between the plane and the surface is

$$N_L=\int_0^L n\,dy=\frac{2\varepsilon V_Tb}{e}\tan(bL),$$

and, since $\tan(by)/\cos^2(by)$ is the derivative of $\tan^2(by)/(2b)$,

$$\int_0^L n|F|\,dy=\frac{4\varepsilon V_T^2b^3}{e}\cdot\frac{\tan^2(bL)}{2b}=\frac{2\varepsilon V_T^2b^2}{e}\tan^2(bL).$$

The ratio of the two is $V_Tb\tan(bL)=eN_L/(2\varepsilon)$. Temperature and thickness have dropped out. The single gate has $N_L=N$, and each half of the double gate has $N_L=N/2$.

This also shows why "equal charge" must mean equal total charge. A double gate holding $2N$, that is $N$ per gate, has the same average field as a single gate holding $N$.

## The doping contribution

Uniform ionized acceptors of density $N_A$ add $-eN_A/\varepsilon$ to $dF/dx$. Keep $F(t)=0$ in the single gate. The acceptors between $x$ and the back face then add $eN_A(t-x)/\varepsilon$ to the field, with the same sign as the electron part, so the average is

$$\langle|F|\rangle_{\rm single}=\frac{eN}{2\varepsilon}+\frac{eN_A}{\varepsilon}(t-\bar x),$$

where $\bar x$ is the mean depth of the electrons. In the double gate the field still vanishes at the midplane, and the same reasoning in each half gives

$$\langle|F|\rangle_{\rm double}=\frac{eN}{4\varepsilon}+\frac{eN_A}{\varepsilon}\Big(\frac t2-\bar d\Big),$$

where $\bar d$ is the mean distance to the nearer face. The additions lie below $eN_At/\varepsilon$ and $eN_At/(2\varepsilon)$. Doping is negligible when these bounds are small beside $eN/(4\varepsilon)$. Here the profile does enter, through $\bar x$ and $\bar d$, and the ratio need no longer be 2.

## Weighing the contributions in numbers

Take round model parameters: relative permittivity 12, one parabolic band with valley degeneracy 2 and mass $0.5\,m_e$ in all directions, 300 K, and $N=10^{17}\ \mathrm{m^{-2}}$. The Schrödinger and Poisson equations are solved together, with hard walls at the film faces and gates behind oxides. The full listing is in the numerical output. The scale of the field is

$$\frac{eN}{\varepsilon}=\frac{(1.602\times10^{-19}\ \mathrm C)(10^{17}\ \mathrm{m^{-2}})}{12\,(8.854\times10^{-12}\ \mathrm{F/m})}=150.8\ \mathrm{MV/m}.$$

The mean magnitude of the electrons' own field is one quarter of this, 37.7 MV/m. That is the whole average in the double gate (0.377 MV/cm). In the single gate the average is twice as large, 75.4 MV/m (0.754 MV/cm), equal to the uniform gate field. The self-consistent solutions give these values at 5, 20 and 30 nm, with a ratio of 2.000.

The profiles behind these equal averages differ greatly. In the double gate, the midplane density is 99.9 % of the peak at 5 nm, 5.4 % at 20 nm and 2.3 % at 30 nm. The 5 nm figure depends on the model mass: with the anisotropic valleys of Si(100) it is about 90 %. In the 20 nm single gate, the mean depth is 2.36 nm for quantum electrons and 1.25 nm for classical Boltzmann ones, yet both give 75.4 MV/m. The Boltzmann profile serves only as a contrasting shape: at this $N$ its surface density is about 16 times the effective density of states, and classical electrons with Fermi–Dirac statistics have a mean depth of about 1.5 nm. Doubling the charge in the 20 nm double gate also gives 75.4 MV/m.

Unequal gate biases on a 10 nm film test the general law. The value of $s$ reached at a given bias depends strongly on the oxides; here each oxide thickness times the film-to-oxide permittivity ratio is 3 nm:

- With the back gate 0.3 V below the front gate, $s=0.207$. The law gives $(0.25+0.207^2)\times150.8\approx44.2$ MV/m, and the solution gives 44.1 MV/m; the difference is due to the rounding of $s$.
- At 1.5 V below, $s=0.846$ and the average is 127.6 MV/m, well above the single-gate value.

Doping of $10^{24}\ \mathrm{m^{-3}}$ in a 20 nm film is not negligible. It adds 27.7 MV/m to the single gate (bound 30.2) and 11.6 MV/m to the double gate (bound 15.1). The averages become 103.1 and 49.3 MV/m, with a ratio of 2.09. At $10^{21}\ \mathrm{m^{-3}}$ the single-gate bound is 0.03 MV/m, less than 0.1 % of the double-gate average.

## Where the argument stops

The derivation needs a uniform permittivity in the film and all mobile charge inside it. Penetration of the wavefunctions into the oxide puts some charge outside, and a graded film makes $F$ depend on the local permittivity. Exchange and correlation are absent from the model; they could reshape $n(x)$, which does not matter here, but the forces they represent are not part of $F$.

The result concerns the field alone. It does not fix the ratio of the mobilities, because scattering also depends on the wavefunctions and the subband occupations, which do change with film thickness and gate arrangement.

## Table of computed values

```
relative permittivity: 12.0
mass (normal and in-plane): 0.50 electron masses
valley degeneracy: 2; temperature: 300 K
oxide thickness times permittivity ratio: 3.0 nm
total electron density N: 1.00e+17 m^-2
e N / eps: 150.79 MV/m
formula, single gate: 75.40 MV/m = 0.754 MV/cm
formula, double gate: 37.70 MV/m = 0.377 MV/cm
[single gate, t = 5 nm]
  front surface field: 150.79 MV/m
  mean |F|, quantum: 75.40 MV/m
  mean |F|, classical: 75.40 MV/m
  rms field: 87.06 MV/m
  electrons below half surface field: 0.500
  mean depth, quantum / classical: 1.73 / 0.79 nm
  midplane density / peak density: 4.60e-01
[double gate, t = 5 nm]
  front surface field: 75.40 MV/m
  mean |F|, quantum: 37.70 MV/m
  mean |F|, classical: 37.70 MV/m
  rms field: 43.53 MV/m
  electrons below half surface field: 0.500
  mean depth, quantum / classical: 1.61 / 0.78 nm
  midplane density / peak density: 9.99e-01
ratio single/double, t = 5 nm: 2.000
[single gate, t = 20 nm]
  front surface field: 150.79 MV/m
  mean |F|, quantum: 75.40 MV/m
  mean |F|, classical: 75.40 MV/m
  rms field: 87.07 MV/m
  electrons below half surface field: 0.500
  mean depth, quantum / classical: 2.36 / 1.25 nm
  midplane density / peak density: 1.11e-02
[double gate, t = 20 nm]
  front surface field: 75.40 MV/m
  mean |F|, quantum: 37.70 MV/m
  mean |F|, classical: 37.70 MV/m
  rms field: 43.53 MV/m
  electrons below half surface field: 0.501
  mean depth, quantum / classical: 2.76 / 1.58 nm
  midplane density / peak density: 5.40e-02
ratio single/double, t = 20 nm: 2.000
double gate, t = 30 nm: midplane / peak density 2.30e-02, mean |F| 37.70 MV/m
ratio single/double, t = 30 nm: 2.000
double gate, 2N, t = 20 nm: mean |F| 75.40 MV/m
unequal gate potentials, t = 10 nm, total density N:
  back minus front 0.0 V: s 0.000, mean |F| 37.70, formula 37.70 MV/m
  back minus front -0.3 V: s 0.207, mean |F| 44.13, formula 44.13 MV/m
  back minus front -1.5 V: s 0.846, mean |F| 127.60, formula 127.60 MV/m
acceptor doping 1.0e+24 m^-3, t = 20 nm:
  single: mean |F| 103.13, excess 27.74, bound 30.16 MV/m
  double: mean |F| 49.27, excess 11.57, bound 15.08 MV/m
single-gate bound at 1.0e+21 m^-3: 0.030 MV/m
```
